# Why Selective and Broadband Radiative Coolers Change Places

**Question.** A surface that emits only in the atmospheric window, at wavelengths of about 8 to 13 µm, sends less heat to the sky than a black surface at the same temperature. Why can it nevertheless become colder, and why does the black surface become the better cooler once it is warm enough? Where does the advantage change hands?

## The mechanism: one band looks at space, the other at the air

A surface under the sky emits thermal radiation and absorbs the thermal radiation of the atmosphere. The net result depends on wavelength because the transparency of the air does.

In the window the air is fairly transparent, so it emits weakly. A surface at air temperature emits more there than it receives, and most of the difference escapes to space. Outside the window the air is nearly opaque, and the radiation reaching the ground comes mostly from nearby air at almost the ambient temperature. Emission in this outer band is therefore an exchange with a bath at ambient temperature. If the surface is colder than the bath, the exchange warms it; if it is hotter, the exchange cools it.

A selective surface reflects in the outer band and so cuts this exchange off. That helps below ambient, where the exchange brings heat in, and hurts above ambient, where it would have carried heat away. What counts is the net flow in the outer band, not the emission alone.

## The two-band model

Consider a horizontal, opaque surface at uniform temperature $T$, with a clear view of the sky and air at temperature $T_a$. Its emissivity does not depend on direction. The thermal spectrum is taken to begin at 4 µm and is divided into

- the window, from 8 to 13 µm;
- the outer band, from 4 to 8 µm and from 13 µm upward.

Both surfaces have emissivity 1 in the window. In the outer band the selective surface has emissivity 0 and the broadband surface has emissivity 1. Below 4 µm thermal emission is left out, and sunlight enters as a given absorbed power. "Broadband" thus means black in the thermal infrared, not black to the sun.

By Kirchhoff's law, absorptivity equals emissivity at each wavelength and direction. Let the sky radiance from zenith angle $\theta$ be $a(\theta)B(\lambda,T_a)$ in the window, where $B$ is the blackbody radiance. A black surface absorbs, per unit area and wavelength,

$$
2\pi B\int_0^{\pi/2}a(\theta)\cos\theta\sin\theta\,d\theta=a\,\pi B,
\qquad
a=2\int_0^{\pi/2}a(\theta)\cos\theta\sin\theta\,d\theta .
$$

The factor $\cos\theta$ is the projected area. The number $a<1$ is the effective sky emissivity in the window. The corresponding number in the outer band is $e$, with $e=1$ for an opaque sky at air temperature. Each is taken as constant within its band. Because both refer to $T_a$, they also absorb the effect of higher, colder air layers.

The blackbody exitance per unit wavelength is

$$
M(\lambda,T)=\pi B=\frac{c_1}{\lambda^5}\,\frac{1}{e^{c_2/\lambda T}-1},
\qquad c_1=2\pi h_{\rm P}c^2,\quad c_2=\frac{h_{\rm P}c}{k_B},
$$

with $h_{\rm P}$ the Planck constant. Let $W(T)$ be its integral over the window and $N(T)$ its integral over the outer band. At every wavelength, raising $T$ lowers the exponent $c_2/\lambda T$ and so raises $M$. Hence $W$ and $N$ both increase strictly with temperature.

To evaluate them, set $y=c_2/\lambda T$. Then $\lambda=c_2/(yT)$ and $|d\lambda|=c_2\,dy/(Ty^2)$, so that

$$
M\,|d\lambda|=c_1\left(\frac{yT}{c_2}\right)^5\frac{1}{e^y-1}\,\frac{c_2}{Ty^2}\,dy
=\frac{c_1T^4}{c_2^4}\,\frac{y^3}{e^y-1}\,dy .
$$

The integral of $y^3/(e^y-1)$ from zero to infinity is $\pi^4/15$, which gives the total $\sigma T^4$ with $\sigma=\pi^4c_1/(15c_2^4)$. Wavelengths below $\lambda$ correspond to $y>x=c_2/\lambda T$. Expanding $1/(e^y-1)=\sum_{n\ge1}e^{-ny}$ and integrating each term by parts three times gives the fraction of the exitance below $\lambda$:

$$
F(\lambda T)=\frac{15}{\pi^4}\sum_{n=1}^{\infty}e^{-nx}
\left(\frac{x^3}{n}+\frac{3x^2}{n^2}+\frac{6x}{n^3}+\frac{6}{n^4}\right).
$$

With wavelengths in µm, the band powers follow by subtraction:

$$
W=\sigma T^4[F(13T)-F(8T)],\qquad
N=\sigma T^4[1-F(13T)+F(8T)-F(4T)].
$$

## The heat balance

Let $Q\ge0$ be the heat per unit area delivered to the surface from behind, for instance by a device that it cools. Let $S\ge0$ be the sunlight absorbed by the selective surface and $S+D$ that absorbed by the broadband one, with $D\ge0$. Conduction and convection to the air carry away $h(T-T_a)$; below ambient this is negative, a heat gain. Counting losses as positive, the selective surface has the net loss

$$
G_s(T)=W(T)-aW(T_a)+h(T-T_a)-S-Q .
$$

The broadband surface has in addition its outer-band exchange and its extra sunlight:

$$
G_b(T)=G_s(T)+N(T)-eN(T_a)-D .
$$

With heat capacity $C$ per unit area, $C\,dT/dt=-G(T)$, and a steady state has $G=0$. Both functions increase strictly with $T$. For $a>0$ they are negative as $T\to0$, where only the gains remain, and they grow without bound at high temperature. Each therefore has one zero. A surface warmer than this has $G>0$ and cools; a colder one warms. The steady state is stable.

## Where the two surfaces cool equally

Define the crossover temperature $T_x$ by

$$
N(T_x)=eN(T_a)+D .
$$

For a positive right-hand side there is one solution, since $N$ rises from zero without bound. Substitution gives

$$
G_b(T)-G_s(T)=N(T)-N(T_x).
$$

At equal temperature the broadband surface loses more heat if $T>T_x$ and less if $T<T_x$. For an opaque outer sky and equal solar absorption, $e=1$ and $D=0$, the condition is $N(T_x)=N(T_a)$, so $T_x=T_a$. In this basic case the broadband advantage begins at ambient itself, not at some finite distance above it. With $e=1$, a finite distance appears when $D>0$: the surface must be warm enough for its net outer-band emission to pay for the extra sunlight. If $e<1$ and $D=0$, the crossover lies below ambient, because the sky then sends back less outer-band radiation than a blackbody at air temperature would. Conversely, a night-time inversion, with warmer air above the surface, can give $e>1$ and place the crossover above ambient: for $D=0$, $T_x$ is the temperature of the blackbody that would send the same outer-band power as the sky.

## From equal cooling to final temperature

Comparing powers at one temperature does not yet say which surface ends up colder, because the two settle at different temperatures. The common value of their balances at $T_x$ decides it. Define the critical load

$$
Q_x=W(T_x)-aW(T_a)+h(T_x-T_a)-S .
$$

Then $G_s(T_x)=G_b(T_x)=Q_x-Q$.

Suppose $Q<Q_x$. Both balances are positive at $T_x$, and since both increase with temperature, both zeros lie below $T_x$. At the selective steady temperature $T_s$ we have $G_s=0$, hence

$$
G_b(T_s)=N(T_s)-N(T_x)<0 .
$$

A broadband surface brought to $T_s$ would gain heat, so its own steady temperature $T_b$ is higher: $T_s<T_b<T_x$.

Suppose instead $Q>Q_x$. Both zeros now lie above $T_x$, the same difference is positive, and $T_x<T_b<T_s$. At $Q=Q_x$ the temperatures coincide. The choice of surface thus follows from the heat load, without solving for either temperature.

For $e=1$ and no sunlight the critical load is

$$
Q_x=(1-a)W(T_a),
$$

the net power leaving through the window at ambient temperature. A smaller load leaves the surface below ambient, where the outer band should be closed. A larger one drives it above ambient, where the outer band should be open.

**Would a partly emitting outer band be a better compromise?** Let its emissivity be $\varepsilon$, with absorbed sunlight $S+\varepsilon D$. The balance is

$$
G_\varepsilon(T)=G_s(T)+\varepsilon[N(T)-N(T_x)] .
$$

Its value at $T_x$ is $Q_x-Q$ for every $\varepsilon$, so all these surfaces settle on the same side of $T_x$. Differentiating $G_\varepsilon(T(\varepsilon))=0$ gives

$$
\frac{dT}{d\varepsilon}=-\frac{N(T)-N(T_x)}{\partial G_\varepsilon/\partial T}.
$$

The denominator is positive and the numerator keeps its sign. The temperature is therefore monotonic in $\varepsilon$, and among surfaces with a single emissivity across the outer band the coldest choice is 0 or 1. If $e<1$, a surface that emits in only part of that band can be colder still, because on cooling the emission falls faster at short wavelengths than at long ones. At $Q=Q_x$ the value does not matter. This concerns a fixed load; a surface whose load changes through the day may favour different values at different times.

## The outer band as a heat link

Near ambient the mechanism takes a simple form. Let $e=1$ and $D=0$, and expand to first order in $T-T_a$:

$$
G_s\simeq Q_x-Q+(h+W')(T-T_a),
$$

$$
G_b\simeq Q_x-Q+(h+W'+N')(T-T_a),
$$

where the derivatives are taken at $T_a$. Setting each to zero gives

$$
T_s-T_a\simeq\frac{Q-Q_x}{h+W'},\qquad
T_b-T_a\simeq\frac{Q-Q_x}{h+W'+N'} .
$$

The numerators are equal. The outer band enters only through $N'$, which adds to $h$ as a second heat link to the air. It supplies no cooling at ambient; it reduces the departure from ambient in either direction. For a surface trying to get cold this is a leak, and for a hot surface it is a heat sink.

The difference between the two estimates is

$$
T_b-T_s\simeq\frac{(Q_x-Q)\,N'}{(h+W')(h+W'+N')} .
$$

For strong air exchange it falls as $1/h^2$: wind holds both surfaces near ambient, and selectivity then matters little. Good thermal insulation makes it matter more. Both statements belong to the case $e=1$, $D=0$. Otherwise the outer band carries a net flow even at ambient, and for large $h$ the difference falls only as $[D-(1-e)N(T_a)]/h$; for $e<1$ it can change sign as $h$ grows.

## Numbers for a clear night

Take the round values $T_a=300$ K, $a=0.20$, $e=1$, no sunlight and $h=5$ W/(m² K). These are model parameters, not data for a particular site. The band integrals give

$$
W(T_a)=147.97,\qquad N(T_a)=310.36\quad\text{W/m}^2 .
$$

The window carries $147.97/459.30=0.32$ of the full blackbody exitance. The part below 4 µm, which the model omits, is 0.98 W/m² at this temperature, or 0.2% of the total; at 350 K, the warmest case below, it is 6.6 W/m², or 0.8%. For a surface black below 4 µm as well, under a sky opaque there, the broadband power at 350 K would be 510.0 instead of 504.3 W/m², and its steady temperature at the largest load below would be lower by about 0.1 K. The critical load is

$$
Q_x=(1-0.20)\times147.97\simeq118.4\ \text{W/m}^2 .
$$

First compare the radiative cooling powers at fixed temperature, without air exchange:

- at 280 K, selective 76.1 and broadband 8.2 W/m²;
- at 300 K, 118.4 W/m² for both;
- at 350 K, selective 263.1 and broadband 504.3 W/m².

At 280 K the broadband surface emits more, yet its outer band has a net gain of $76.1-8.2=67.9$ W/m², which cancels most of the window cooling. At 350 K the same band has a net loss of $504.3-263.1=241.2$ W/m².

Now let the surfaces settle without load. In the ideal limit $h=0$, the selective surface cools until its window emission equals what it absorbs from the sky:

$$
W(T_s)=aW(T_a)=0.20\times147.97=29.6\ \text{W/m}^2 ,
$$

which gives $T_s=222.7$ K, 77.3 K below ambient. The broadband surface must balance a far larger input,

$$
W(T_b)+N(T_b)=29.6+310.4=340.0\ \text{W/m}^2 ,
$$

and stops at 278.3 K, 21.7 K below ambient.

With $h=5$ W/(m² K) the contrast shrinks: the steady temperatures are 283.4 K for selective and 289.0 K for broadband. The slopes $W'=2.332$ and $N'=3.749$ W/(m² K) give the linear estimates

$$
T_s\simeq300-\frac{118.37}{5+2.332}=283.9\ \text{K},
$$

$$
T_b\simeq300-\frac{118.37}{5+2.332+3.749}=289.3\ \text{K}.
$$

Both are a few tenths of a kelvin too warm. For the selective surface the reason can be read from the balance. At 283.44 K its window emission must be $29.6+5\times16.56=112.4$ W/m², which is 35.6 W/m² below the ambient value. The mean slope over the interval is $35.6/16.56=2.15$ W/(m² K), less than the 2.33 used in the estimate. Window emission falls more slowly than assumed, so cooling goes further. At $h=0$ the linear formula would give a drop of $118.37/2.332=50.8$ K instead of 77.3 K, and is no longer a useful estimate.

A heat load reverses the order:

- $Q=50$ W/m²: selective 290.5 K, broadband 293.7 K;
- $Q=118.4$ W/m²: both 300.0 K;
- $Q=200$ W/m²: selective 311.0 K, broadband 307.2 K;
- $Q=400$ W/m²: selective 336.4 K, broadband 323.8 K.

At the largest load, the outer band lowers the temperature by 12.6 K.

## Extra sunlight on the broadband surface raises the crossover

Let the selective surface absorb $S=30$ W/m² and the broadband one 50 W/m², so that $D=20$ W/m². The crossover condition becomes

$$
N(T_x)=310.4+20=330.4\ \text{W/m}^2 ,
$$

with solution $T_x=305.2$ K. The linear estimate $T_a+D/N'=300+20/3.749=305.3$ K is close. The critical load is now 126.8 W/m².

There is thus a range in which the selective surface is above ambient and still the colder of the two. It passes ambient when $Q$ exceeds $(1-a)W(T_a)-S=118.4-30=88.4$ W/m², and keeps its advantage up to 126.8 W/m². At $Q=110$ W/m² the temperatures are 302.9 K for selective and 303.7 K for broadband. At 300 W/m² they are 327.7 and 319.8 K, and the broadband surface is clearly better. Here it is not enough for the surface to be above ambient: broadband is the better choice only when the surface settles above $T_x$.

## When broadband wins even below ambient

The claim that a selective surface gets colder rests on a sufficiently opaque outer sky. In dry air some outer-band radiation can also escape, which the model describes by $e<1$. Without sunlight or load, the broadband surface would gain heat at $T_s$ if $N(T_s)<eN(T_a)$. The selective surface is therefore colder if

$$
e>\frac{N(T_s)}{N(T_a)} .
$$

With $h=5$ W/(m² K) the right-hand side is 0.816. For $e=0.7$ the condition fails: the selective surface stays at 283.4 K, since it does not respond to the outer sky, while the broadband one reaches 279.9 K. Both are below ambient, and broadband is colder by 3.6 K. This is an extreme sky. With $a=0.20$, the total sky emissivity is 0.74 for $e=1$, 0.62 for $e=0.816$ and 0.54 for $e=0.7$; empirical clear-sky correlations give the last two values at 300 K only for relative humidities below about 7%, and in such air $a$ would also be smaller than 0.20. The example shows that the reversal is possible in the model, not that it is common outdoors.

The load criterion says the same. The crossover is at $T_x=271.4$ K, and the critical load is $-82.3$ W/m². The negative sign means that heat would have to be extracted by other means to bring the surfaces down to $T_x$. With any non-negative load both remain above it, where broadband is better.

In this example, which has no heat load, the reversal is due to heating by the air. With $h=0$ the selective surface reaches 222.7 K, well below the same crossover of 271.4 K, and is again the colder one. A leaky outer sky lowers the temperature at which selectivity begins to pay; for the values of $a$ and $Q$ used here, insulation from the air decides whether the surface gets there.

## What the model leaves open

The ordering follows from the heat balance and the monotonic band functions. It was also checked numerically for 200 random sets of parameters. Selective was colder in 26 and broadband in 174, each time as the critical load requires. The uneven split reflects the sampled ranges, which included loads up to 300 W/m², and says nothing about how often either case occurs outdoors.

Condensation is left out. In humid air the clear-night temperatures found above can lie below the dew point. Dew then releases latent heat, and a water film also emits and absorbs in the outer band, so a selective surface can lose its selectivity.

Real air has no sharp band edges, and its emissivity varies with wavelength, humidity and cloud. The comparison can then be made wavelength by wavelength: emission at $\lambda$ helps a surface at temperature $T$ if $M(\lambda,T)$ exceeds the sky radiation that a black surface would absorb there. The two-band model compares only the totals over two groups of wavelengths. A total can hide wavelengths of opposite sign, so the better of the two surfaces need not be the coldest possible one. The temperatures above belong to the chosen parameters. The exchange of advantage at $T_x$ holds throughout the two-band model, whereas the sign of the net outer-band flow at a given temperature below ambient depends on $e$. The full set of computed values is in the numerical output below.

## Computed values

```
air temperature Ta = 300.0 K
window = 8 to 13 um, thermal cut = 4 um
window sky emissivity a = 0.20
air coefficient h = 5.0 W/(m^2 K)
blackbody exitance at Ta = 459.30 W/m^2
window exitance W(Ta) = 147.97 W/m^2
outer exitance N(Ta) = 310.36 W/m^2
blackbody exitance below 4 um at Ta = 0.98 W/m^2
window slope W'(Ta) = 2.332 W/(m^2 K)
outer slope N'(Ta) = 3.749 W/(m^2 K)
critical load Qx, e=1, no sun = 118.37 W/m^2
radiative cooling power, e=1, no sun, no air exchange:
  T = 280 K: selective 76.13, broadband 8.20 W/m^2
  T = 300 K: selective 118.37, broadband 118.37 W/m^2
  T = 350 K: selective 263.09, broadband 504.33 W/m^2
steady temperatures, h=0, no load:
  selective 222.69 K, broadband 278.33 K
steady temperatures, h=5 W/(m^2 K), e=1, no sun:
  Q = 0.00 W/m^2: selective 283.44 K, broadband 289.00 K
  Q = 50.00 W/m^2: selective 290.54 K, broadband 293.73 K
  Q = 118.37 W/m^2: selective 300.00 K, broadband 300.00 K
  Q = 200.00 W/m^2: selective 310.95 K, broadband 307.22 K
  Q = 400.00 W/m^2: selective 336.38 K, broadband 323.82 K
linear estimates at Q=0, h=5 W/(m^2 K):
  selective 283.85 K, broadband 289.32 K
critical outer-sky emissivity, Q=0, h=5 = 0.8157
leaky outer sky e=0.7, Q=0, h=5, no sun:
  crossover Tx = 271.42 K, critical load Qx = -82.29 W/m^2
  selective 283.44 K, broadband 279.87 K
sunlit case S = 30, D = 20 W/m^2, e=1, h=5:
  crossover Tx = 305.20 K, critical load Qx = 126.78 W/m^2
  Q = 110 W/m^2: selective 302.94 K, broadband 303.72 K
  Q = 300 W/m^2: selective 327.69 K, broadband 319.81 K
random conditions: selective colder in 26, broadband colder in 174
```
